# Energy dependence of the Heine-Abarenkov well depth for lithium s levels: a program that tests the result

```python
# Heine-Abarenkov depth A_0(E) for the Li s series (hartree atomic units).
# Model: V = -A for r < R, V = -1/r for r > R.  Level E = -1/(2 nu^2), z = 2R/nu,
# L = u'/u at R, W = Whittaker function, y = x^2 = 2 R^2 (A + E).
# Under test:  sqrt(y) cot sqrt(y) = R L = z/2 - nu - W_{nu+1,1/2}(z)/W_{nu,1/2}(z);
#   dA/dE = N_true/N_model - 1, N = int_0^R u^2 dr / u(R)^2;
#   A(E_n) nearly linear; a linear depth a + sE with residual rho shifts a level by
#   -w rho/(1 + w s), w = pseudo-orbital weight inside R.
# Levels: frozen-core Hartree-Fock, ns eigenvalues of the Li+ Fock operator.
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants['Hartree energy in eV'][0]
mp.mp.dps = 20

# ---- Gauss-Lobatto finite-element radial grid ----
NP = 12
edges = [0, .2, .5, 1, 1.5, 2, 2.5, 3, 3.5, 4.5, 6, 8, 11, 15, 20, 27, 35, 45, 57,
         70, 85, 100, 120, 140, 165, 190, 220, 250]
cP = [0]*(NP - 1) + [1]
xl = np.concatenate(([-1.], np.sort(leg.legroots(leg.legder(cP)).real), [1.]))
Pl = leg.legval(xl, cP)
wl = 2/(NP*(NP - 1)*Pl**2)
D = np.array([[Pl[i]/(Pl[j]*(xl[i] - xl[j])) if i != j else 0. for j in range(NP)]
              for i in range(NP)])
D[0, 0], D[-1, -1] = -NP*(NP - 1)/4, NP*(NP - 1)/4
ntot = (len(edges) - 1)*(NP - 1) + 1
rf, wf, w_left, S = np.zeros(ntot), np.zeros(ntot), np.zeros(ntot), np.zeros((ntot, ntot))
for e in range(len(edges) - 1):
    hh = edges[e + 1] - edges[e]
    sl = slice(e*(NP - 1), e*(NP - 1) + NP)
    rf[sl] = edges[e] + hh*(xl + 1)/2
    wf[sl] += wl*hh/2
    w_left[sl.stop - 1] = wl[-1]*hh/2
    S[sl, sl] += D.T @ (wl[:, None]*D)*2/hh
r, sw = rf[1:-1], np.sqrt(wf[1:-1])
T = 0.5*S[1:-1, 1:-1]/np.outer(sw, sw)
coul = np.linalg.inv(2*T)/np.outer(r*sw, r*sw) + 1/edges[-1]   # kernel 1/max(r,r')

def inner_data(c, R):
    """R*u'/u at R, integral of u^2 over [0,R], and u(R), for grid vector c."""
    e = edges.index(R); k = e*(NP - 1)
    u = np.concatenate(([0.], c/sw, [0.]))
    du = D[-1] @ u[k - NP + 1:k + 1]*2/(edges[e] - edges[e - 1])
    return R*du/u[k], wf[:k] @ u[:k]**2 + w_left[k]*u[k]**2, u[k]

def model_states(A, R, l, nst):
    k = edges.index(R)*(NP - 1)
    V = np.where(np.arange(1, ntot - 1) < k, -A, -1/r)
    V[k - 1] = (-A*w_left[k] - (wf[k] - w_left[k])/R)/wf[k]
    return eigh(T + np.diag(V + l*(l + 1)/(2*r**2)), subset_by_index=[0, nst - 1])

# ---- Li+ Hartree-Fock core and frozen-core ns levels ----
h1 = T - np.diag(3/r)
rho = eigh(h1, subset_by_index=[0, 0])[1][:, 0]**2
for it in range(80):
    c1 = eigh(h1 + np.diag(coul @ rho), subset_by_index=[0, 0])[1][:, 0]
    change = np.abs(c1**2 - rho).max()
    rho = 0.5*(rho + c1**2)
    if change < 1e-9:
        break
assert change < 1e-8
Jc = coul @ c1**2
E_core = 2*c1 @ h1 @ c1 + Jc @ c1**2
F = h1 + 2*np.diag(Jc) - coul*np.outer(c1, c1)
eps, vec = eigh(F, subset_by_index=[0, 5])
ns = np.arange(2, 7)
En = eps[1:]
nu = 1/np.sqrt(-2*En)

mol = gto.M(atom='Li 0 0 0', charge=1, verbose=0,
            basis={'Li': [[0, [0.0005*1.8**k, 1.0]] for k in range(34)]})
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-9; mf.init_guess = '1e'
E_gauss = mf.kernel()
assert abs(E_gauss - E_core) < 1e-5                      # Gaussian basis-set error
assert np.abs(mf.mo_energy[:3] - eps[:3]).max() < 2e-5

# ---- matching ----
def RL_whittaker(nu_, R, l=0):
    z = 2*R/nu_
    return float(mp.re(z/2 - nu_ - mp.whitw(nu_ + 1, l + .5, z)/mp.whitw(nu_, l + .5, z)))

def RL_ode(nu_, R, l=0):
    r0 = 2*nu_**2 + 30*nu_
    f = lambda t, u: [u[1], (l*(l + 1)/t**2 - 2/t + 1/nu_**2)*u[0]]
    s = solve_ivp(f, [r0, R], [1., -1/nu_ + nu_/r0], method='DOP853', rtol=1e-12, atol=1e-12)
    return R*s.y[1, -1]/s.y[0, -1]

def g(y):
    if abs(y) < 1e-10:
        return 1 - y/3
    s = np.sqrt(abs(y))
    return s/np.tan(s) if y > 0 else s/np.tanh(s)

def depth(RL, E, R):
    y = brentq(lambda t: g(t) - RL, -100, np.pi**2 - 1e-9, xtol=1e-14)
    return y/(2*R*R) - E, y

def N_model(y, R):
    x = np.sqrt(y)
    return R*(0.5 - np.sin(2*x)/(4*x))/np.sin(x)**2

source = np.zeros(ntot - 2); source[edges.index(8)*(NP - 1) - 1] = 1.
def regular(E, R):
    """Depth and norm-ratio slope from the regular HF solution (point source at 8 bohr)."""
    RL, nrm, uR = inner_data(np.linalg.solve(F - E*np.eye(ntot - 2), source), R)
    A, y = depth(RL, E, R)
    return A, nrm/uR**2/N_model(y, R) - 1

R = 3
RL = np.array([RL_whittaker(v, R) for v in nu])
An, yn = np.array([depth(a, b, R) for a, b in zip(RL, En)]).T
Nt, Nm, w_in, A_orb = [np.zeros(5) for _ in range(4)]
for i in range(5):
    assert abs(RL[i] - RL_ode(nu[i], R)) < 1e-7
    RLo, nrm, uR = inner_data(vec[:, i + 1], R)
    A_orb[i] = depth(RLo, En[i], R)[0]
    assert abs(A_orb[i] - An[i]) < 1e-4                   # 1s tail beyond R
    Nt[i], Nm[i] = nrm/uR**2, N_model(yn[i], R)
    em, vm = model_states(An[i], R, 0, 5)
    assert abs(em[i] - En[i]) < 1e-7                      # level ns is model state n-2
    _, w_in[i], uRm = inner_data(vm[:, i], R)
    assert abs(w_in[i]/uRm**2 - Nm[i]) < 1e-5
slope = Nt/Nm - 1
dE = 1e-3
slope_fd = np.array([(regular(E + dE, R)[0] - regular(E - dE, R)[0])/(2*dE) for E in En])
assert np.abs(slope - slope_fd).max() < 1e-3
assert (Nt < Nm).all() and (np.diff(An) < 0).all()
gx, gw = leg.leggauss(8)
half, mid = (En[-1] - En[0])/2, (En[-1] + En[0])/2
dA_int = half*sum(w*regular(mid + half*t, R)[1] for t, w in zip(gx, gw))
assert abs(dA_int - (An[-1] - An[0])) < 1e-4
var_t, var_m, var_ratio = Nt[-1]/Nt[0], Nm[-1]/Nm[0], (1 + slope[-1])/(1 + slope[0])
assert abs(np.log(var_ratio)) < 0.35*min(abs(np.log(var_t)), abs(np.log(var_m)))

# general-l matching on a p level with round nu
nup = 1.95
RLp = RL_whittaker(nup, R, 1)
assert abs(RLp - RL_ode(nup, R, 1)) < 1e-7
xp = brentq(lambda x: 1 + x*spherical_jn(1, x, True)/spherical_jn(1, x) - RLp, 1e-3, 4.49, xtol=1e-14)
Ap = xp**2/(2*R*R) + 1/(2*nup**2)
assert abs(model_states(Ap, R, 1, 1)[0][0] + 1/(2*nup**2)) < 1e-6

# ---- near-linearity ----
s, a = np.polyfit(En, An, 1)
res = a + s*En - An
quad = np.polyfit(En, An, 2)
resq = np.abs(np.polyval(quad, En) - An).max()
span = An.max() - An.min()
assert np.abs(res).max() < 0.01*An.min() and np.abs(res).max() < 0.08*span
assert resq < 0.5*np.abs(res).max()
d2 = 0.01
curv = [(regular(En[i] + d2, R)[0] - 2*A_orb[i] + regular(En[i] - d2, R)[0])/d2**2 for i in (0, 4)]
A_zero, s_zero = regular(0.0, R)
shift, shift1 = np.zeros(5), -w_in*res/(1 + w_in*s)
for i in range(5):
    f = lambda E: g(2*R*R*(a + s*E + E)) - RL_whittaker(1/np.sqrt(-2*E), R)
    b = 0.02/nu[i]**3
    shift[i] = brentq(f, En[i] - b, En[i] + b, xtol=1e-14) - En[i]
    assert abs(shift[i] - shift1[i]) < 0.05*abs(shift1[i]) + 1e-8
shift_const = model_states(An[0], R, 0, 5)[0] - En
assert abs(shift_const[1]) > 3*abs(shift[1])

print(f"1 Ha = {EV:.6f} eV; R = {R:.1f} bohr")
print(f"Li+ HF energy: grid {E_core:.6f} Ha, Gaussian {E_gauss:.6f} Ha; 1s level {eps[0]:.6f} Ha")
print(f"Gaussian 2s, 3s levels: {mf.mo_energy[1]:.6f}, {mf.mo_energy[2]:.6f} Ha")
print("level  E(Ha)  E(eV)  nu  defect  z")
for i in range(5):
    print(f"{ns[i]}s {En[i]:.6f} {En[i]*EV:.4f} {nu[i]:.5f} {ns[i]-nu[i]:.5f} {2*R/nu[i]:.5f}")
z0 = 2*R/nu[0]
print(f"2s: W_nu = {float(mp.re(mp.whitw(nu[0], .5, z0))):.6f}, "
      f"W_nu+1 = {float(mp.re(mp.whitw(nu[0]+1, .5, z0))):.6f}")
print("level  R*L  x  A(Ha)  A(eV)  A from HF orbital(Ha)")
for i in range(5):
    print(f"{ns[i]}s {RL[i]:.5f} {np.sqrt(yn[i]):.5f} {An[i]:.6f} {An[i]*EV:.4f} {A_orb[i]:.6f}")
print("level  N_true(bohr)  N_model(bohr)  slope  slope(finite diff)  w")
for i in range(5):
    print(f"{ns[i]}s {Nt[i]:.4f} {Nm[i]:.4f} {slope[i]:.4f} {slope_fd[i]:.4f} {w_in[i]:.5f}")
print(f"6s/2s factor: N_true {var_t:.3f}, N_model {var_m:.3f}, ratio {var_ratio:.3f}")
print(f"A(6s)-A(2s): Whittaker {An[-1]-An[0]:.6f} Ha, integrated slope {dA_int:.6f} Ha")
print(f"linear fit: a = {a:.5f} Ha = {a*EV:.4f} eV, s = {s:.4f}")
print(f"max residual {1e3*np.abs(res).max():.3f} mHa = {100*np.abs(res).max()/An.min():.2f} % of A"
      f" = {100*np.abs(res).max()/span:.1f} % of span {1e3*span:.2f} mHa")
print(f"quadratic fit: {quad[2]:.5f} Ha, {quad[1]:.4f}, {quad[0]:.4f} 1/Ha; max residual {1e3*resq:.3f} mHa")
print(f"curvature A'': {curv[0]:.3f} 1/Ha at 2s, {curv[1]:.3f} 1/Ha at 6s")
print(f"series limit E=0: A = {A_zero:.5f} Ha, slope = {s_zero:.4f}")
print("level  residual  shift(linear A)  first order  shift(constant A(2s)), all mHa")
for i in range(5):
    print(f"{ns[i]}s {1e3*res[i]:.3f} {1e3*shift[i]:.4f} {1e3*shift1[i]:.4f} {1e3*shift_const[i]:.4f}")
print("R(bohr)  y(2s)  A(2s)(Ha)  A(6s)(Ha)  a(Ha)  s  max residual(mHa)")
for Rs in (2.0, 2.5, 3.0, 3.5):
    Ar, yr = np.array([depth(RL_whittaker(v, Rs), E, Rs) for v, E in zip(nu, En)]).T
    sr, ar = np.polyfit(En, Ar, 1)
    print(f"{Rs:.1f} {yr[0]:.4f} {Ar[0]:.5f} {Ar[-1]:.5f} {ar:.5f} {sr:.4f} "
          f"{1e3*np.abs(ar + sr*En - Ar).max():.3f}")
print(f"l=1 check: nu = {nup:.2f}, R*L = {RLp:.5f}, x = {xp:.5f}, A_1 = {Ap:.6f} Ha")
print("PASS")
```

It prints:

```
1 Ha = 27.211386 eV; R = 3.0 bohr
Li+ HF energy: grid -7.236415 Ha, Gaussian -7.236415 Ha; 1s level -2.792364 Ha
Gaussian 2s, 3s levels: -0.196304, -0.073797 Ha
level  E(Ha)  E(eV)  nu  defect  z
2s -0.196304 -5.3417 1.59595 0.40405 3.75951
3s -0.073797 -2.0081 2.60295 0.39705 2.30508
4s -0.038474 -1.0469 3.60495 0.39505 1.66438
5s -0.023570 -0.6414 4.60579 0.39421 1.30271
6s -0.015908 -0.4329 5.60623 0.39377 1.07024
2s: W_nu = 0.933914, W_nu+1 = 0.191247
level  R*L  x  A(Ha)  A(eV)  A from HF orbital(Ha)
2s 0.07902 1.51881 0.324460 8.8290 0.324460
3s -0.97516 2.02046 0.300589 8.1795 0.300589
4s -1.35846 2.13704 0.292192 7.9510 0.292192
5s -1.53479 2.18347 0.288434 7.8487 0.288434
6s -1.62923 2.20676 0.286452 7.7948 0.286452
level  N_true(bohr)  N_model(bohr)  slope  slope(finite diff)  w
2s 1.2148 1.4527 -0.1637 -0.1637 0.37225
3s 1.7050 2.2077 -0.2277 -0.2277 0.08093
4s 1.9198 2.5523 -0.2478 -0.2478 0.03001
5s 2.0254 2.7240 -0.2565 -0.2565 0.01429
6s 2.0838 2.8194 -0.2609 -0.2609 0.00790
6s/2s factor: N_true 1.715, N_model 1.941, ratio 0.884
A(6s)-A(2s): Whittaker -0.038007 Ha, integrated slope -0.038007 Ha
linear fit: a = 0.28388 Ha = 7.7249 eV, s = -0.2089
max residual 1.289 mHa = 0.45 % of A = 3.4 % of span 38.01 mHa
quadratic fit: 0.28225 Ha, -0.2688, -0.2737 1/Ha; max residual 0.007 mHa
curvature A'': -0.477 1/Ha at 2s, -0.584 1/Ha at 6s
series limit E=0: A = 0.28223 Ha, slope = -0.2703
level  residual  shift(linear A)  first order  shift(constant A(2s)), all mHa
2s 0.432 -0.1745 -0.1743 -0.0000
3s -1.289 0.1060 0.1061 -1.9578
4s -0.271 0.0082 0.0082 -0.9716
5s 0.374 -0.0054 -0.0054 -0.5129
6s 0.755 -0.0060 -0.0060 -0.2975
R(bohr)  y(2s)  A(2s)(Ha)  A(6s)(Ha)  a(Ha)  s  max residual(mHa)
2.0 -0.0819 0.18607 0.14871 0.14574 -0.2064 0.544
2.5 1.3483 0.30417 0.26286 0.25972 -0.2279 0.833
3.0 2.3068 0.32446 0.28645 0.28388 -0.2089 1.289
3.5 3.0389 0.32034 0.28925 0.28766 -0.1697 1.897
l=1 check: nu = 1.95, R*L = 0.32739, x = 2.56693, A_1 = 0.497555 Ha
PASS
```
